# Do many minibands in a twisted-bilayer supercell prove moire coupling?: a program that tests the result

```python
"""Result under test: for two twisted layers WITHOUT interlayer hopping, the
supercell levels at k are the union of monolayer levels at k+G, with monolayer
velocities; crossings stay closed.  Interlayer hopping (scaled by lam) splits
a crossing by 2|V| and changes velocities.
Symbols: a lattice constant, t and t2 first and second neighbour hopping,
u layer potential, mass sublattice potential, G supercell reciprocal vector.
Energies in eV, lengths in angstrom, velocities as hbar*v in eV angstrom."""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

a, t, t2_typical, spacing = 2.46, 2.7, 0.1, 3.35
v_sigma, decay, cutoff = 0.48, 0.184 * 2.46, 7.0
m, n = 3, 4
bond = a / np.sqrt(3)


def rotation(x):
    return np.array([[np.cos(x), -np.sin(x)], [np.sin(x), np.cos(x)]])


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def points_in_cell(fine, cell):
    """Points of the lattice 'fine' inside one cell of the lattice 'cell'."""
    r = np.arange(-30, 31)
    ij = np.array(np.meshgrid(r, r)).reshape(2, -1).T
    p = ij @ fine
    frac = p @ np.linalg.inv(cell)
    return p[np.all((frac > -1e-6) & (frac < 1 - 1e-6), axis=1)]


flat = a * np.array([[1, 0], [0.5, np.sqrt(3) / 2]])
long_vector = n * flat[0] + m * flat[1]
half_twist = np.pi / 6 - np.arctan2(long_vector[1], long_vector[0])
turns = [rotation(half_twist), rotation(-half_twist)]
lattice = [flat @ R.T for R in turns]
first = n * lattice[0][0] + m * lattice[0][1]
assert np.allclose(first, m * lattice[1][0] + n * lattice[1][1])
moire = np.array([first, rotation(np.pi / 3) @ first])
N = n * n + n * m + m * m


class Network:
    """Atoms of a bilayer supercell and all hopping pairs found by distance."""

    def __init__(self, cell):
        pos, layer, sub = [], [], []
        for l in (0, 1):
            tau = lattice[l].sum(axis=0) / 3
            origins = points_in_cell(lattice[l], cell)
            for s in (0, 1):
                pos.append(origins + (s + 1) * tau)
                layer += [l] * len(origins)
                sub += [s] * len(origins)
        self.pos = np.vstack(pos)
        self.layer, self.sub = np.array(layer), np.array(sub)
        self.size = len(layer)
        same = self.layer[:, None] == self.layer[None, :]
        I, J, D, kinds = [], [], [], []
        for p in range(-2, 3):
            for q in range(-2, 3):
                shift = p * cell[0] + q * cell[1]
                d = self.pos[None] + shift - self.pos[:, None]
                r = np.linalg.norm(d, axis=2)
                masks = (same & (abs(r - bond) < 0.01),
                         same & (abs(r - a) < 0.01), ~same & (r < cutoff))
                for kind, mask in enumerate(masks):
                    i, j = np.nonzero(mask)
                    I.append(i)
                    J.append(j)
                    D.append(d[i, j])
                    kinds.append(np.full(len(i), kind))
        self.i, self.j = np.concatenate(I), np.concatenate(J)
        self.d, self.kind = np.vstack(D), np.concatenate(kinds)
        r3 = np.sqrt((self.d ** 2).sum(axis=1) + spacing ** 2)
        c2 = (spacing / r3) ** 2
        self.inter = (-t * (1 - c2) * np.exp(-(r3 - bond) / decay)
                      + v_sigma * c2 * np.exp(-(r3 - spacing) / decay))

    def matrices(self, k, lam=0.0, t2=0.0, u=(0, 0), mass=(0, 0)):
        """H(k), dH/dkx and dH/dky."""
        hop = np.choose(self.kind, [-t, t2, lam * self.inter])
        wave = hop * np.exp(1j * self.d @ k)
        out = np.zeros((3, self.size, self.size), complex)
        factors = (1, 1j * self.d[:, 0], 1j * self.d[:, 1])
        for c, factor in enumerate(factors):
            np.add.at(out[c], (self.i, self.j), factor * wave)
        onsite = (np.array(u)[self.layer]
                  + np.array(mass)[self.layer] * (1 - 2 * self.sub))
        out[0] += np.diag(onsite)
        return out


def structure_factor(l, k):
    tau = lattice[l].sum(axis=0) / 3
    delta = np.array([rotation(2 * np.pi * j / 3) @ tau for j in range(3)])
    e = np.exp(1j * np.atleast_2d(k) @ delta.T)
    return e.sum(axis=1), 1j * e @ delta


def monolayer(l, k, t2=0.0, u=0.0, mass=0.0):
    """Energies [k, band] and velocities [k, band, xy]; band 1 is upper."""
    f, df = structure_factor(l, k)
    f2 = abs(f) ** 2
    df2 = 2 * np.real(f.conj()[:, None] * df)
    root = np.sqrt(mass ** 2 + t ** 2 * f2)
    E = [u + t2 * (f2 - 3) + s * root for s in (-1, 1)]
    v = [df2 * (t2 + s * t ** 2 / (2 * root))[:, None] for s in (-1, 1)]
    return np.stack(E, axis=1), np.stack(v, axis=1)


def nearest(H, energy, count):
    e, c = np.linalg.eigh(H[0])
    pick = np.sort(np.argsort(abs(e - energy))[:count])
    return e[pick], c[:, pick]


net = Network(moire)
assert net.size == 4 * N
B = reciprocal(moire)

# Folding of unequal layers: levels and velocities at generic momenta.
par = dict(u=(0.10, -0.05), mass=(0.40, 0.30))
level_error = velocity_error = 0.0
for k in np.array([[0.0731, 0.0417], [-0.0513, 0.1129], [0.1371, -0.0297]]):
    H = net.matrices(k, t2=t2_typical, **par)
    e, c = np.linalg.eigh(H[0])
    assert np.diff(e).min() > 1e-7
    v = np.array([np.einsum('in,ij,jn->n', c.conj(), H[x], c,
                            optimize=True).real for x in (1, 2)]).T
    E_all, v_all = [], []
    for l in (0, 1):
        G = points_in_cell(B, reciprocal(lattice[l]))
        assert len(G) == N
        El, vl = monolayer(l, k + G, t2_typical, par['u'][l], par['mass'][l])
        E_all.append(El.ravel())
        v_all.append(vl.reshape(-1, 2))
    E_all, v_all = np.concatenate(E_all), np.vstack(v_all)
    order = np.argsort(E_all)
    level_error = max(level_error, abs(e - E_all[order]).max())
    velocity_error = max(velocity_error, abs(v - v_all[order]).max())
assert level_error < 1e-10 and velocity_error < 1e-6

# Forbidden energies of the decoupled bilayer: intersection of layer gaps.
K = [R @ np.array([4 * np.pi / (3 * a), 0]) for R in turns]
rng = np.random.default_rng(4)
samples = K + list(rng.uniform(-0.3, 0.3, (12, 2)))
levels = np.concatenate([np.linalg.eigvalsh(net.matrices(k, **par)[0])
                         for k in samples])
low, high = levels[levels < 0].max(), levels[levels > 0].min()
tops = [par['u'][l] - par['mass'][l] for l in (0, 1)]
bottoms = [par['u'][l] + par['mass'][l] for l in (0, 1)]
assert abs(low - max(tops)) < 1e-9 and abs(high - min(bottoms)) < 1e-9

# A doubled cell doubles the bands and adds no physics.
k_gen = np.array([0.0731, 0.0417])
double = Network(np.array([2 * moire[0], moire[1]]))
e_double = np.linalg.eigvalsh(double.matrices(k_gen)[0])
e_single = np.linalg.eigvalsh(net.matrices(k_gen)[0])
e_other = np.linalg.eigvalsh(net.matrices(k_gen + B[0] / 2)[0])
assert np.allclose(e_double, np.sort(np.r_[e_single, e_other]), atol=1e-10)
e_coupled = np.linalg.eigvalsh(net.matrices(k_gen, lam=1)[0])
window = 2.0


def count(e):
    return int(np.sum(abs(e) < window))


# Crossing midway between the neighbouring Dirac points of the two layers.
mid = (K[0] + K[1]) / 2
separation = np.linalg.norm(K[0] - K[1])
along = (K[0] - K[1]) / separation


def slope_matrix(H, c):
    return c.conj().T @ (along[0] * H[1] + along[1] * H[2]) @ c


def upper(l, k, t2=0.0):
    E, v = monolayer(l, k, t2)
    return E[0, 1], v[0, 1] @ along


def bloch(l, k):
    f = structure_factor(l, k)[0][0]
    amplitude = np.where(net.sub == 0, 1, -f.conjugate() / abs(f))
    return np.where(net.layer == l, amplitude, 0) / np.sqrt(2 * N)


def coupling(k):
    T = net.matrices(k, lam=1)[0] - net.matrices(k)[0]
    return abs(bloch(0, k).conj() @ T @ bloch(1, k))


E_mid, v_layer1 = upper(0, mid)
v_layer2 = upper(1, mid)[1]
H_free = net.matrices(mid)
assert np.sum(abs(np.linalg.eigvalsh(H_free[0]) - E_mid) < 0.1) == 4
e_free, c_free = nearest(H_free, E_mid, 4)
free_spread = e_free[-1] - e_free[0]
assert free_spread < 1e-10
free_slopes = np.linalg.eigvalsh(slope_matrix(H_free, c_free))
expected = np.sort([v_layer1, v_layer1, v_layer2, v_layer2])
assert np.allclose(free_slopes, expected, atol=1e-8)

# Weak coupling: two-level energies and velocities, at and beside the crossing.
lam_weak = 0.02
for q in (0.0, 4e-4):
    k = mid + q * along
    (E1, s1), (E2, s2) = upper(0, k), upper(1, k)
    D, V = (E1 - E2) / 2, lam_weak * coupling(k)
    root = np.hypot(D, V)
    H = net.matrices(k, lam=lam_weak)
    e, c = nearest(H, E_mid, 4)
    split = e[2:].mean() - e[:2].mean()
    assert abs(split / (2 * root) - 1) < 0.01
    for part, sign in ((c[:, :2], -1), (c[:, 2:], 1)):
        slope = np.trace(slope_matrix(H, part)).real / 2
        rule = (s1 + s2) / 2 + sign * D / root * (s1 - s2) / 2
        assert abs(slope - rule) < 0.02 * abs(s1)

# Full coupling at the same point.
V_full = coupling(mid)
H_on = net.matrices(mid, lam=1)
e_on, c_on = nearest(H_on, E_mid, 4)
split_on = e_on[2:].mean() - e_on[:2].mean()
valley_spread = max(e_on[1] - e_on[0], e_on[3] - e_on[2])
on_slopes = [np.linalg.eigvalsh(slope_matrix(H_on, c_on[:, s]))
             for s in (slice(0, 2), slice(2, 4))]
largest_slope = np.max(np.abs(on_slopes))
weights = abs(c_on.conj().T @ bloch(0, mid)) ** 2
w_low, w_high = weights[:2].sum(), weights[2:].sum()
w_free = (abs(c_free.conj().T @ bloch(0, mid)) ** 2).sum()
assert abs(w_free - 1) < 1e-10
assert split_on > 0.1 and valley_spread < 0.1 * split_on
assert largest_slope < 0.02 * abs(v_layer1)
assert abs(w_low - 0.5) < 0.08 and abs(w_high - 0.5) < 0.08


# Dirac velocity from the four states nearest zero at a Dirac point.
def dirac_velocity(lam):
    H = net.matrices(K[0], lam=lam)
    e, c = nearest(H, 0, 4)
    return np.abs(np.linalg.eigvalsh(c.conj().T @ H[1] @ c)).mean()


v_free, v_on = dirac_velocity(0), dirac_velocity(1)
assert abs(v_free - np.sqrt(3) / 2 * a * t) < 1e-8
assert v_on < 0.995 * v_free

# Layer bias without coupling: a spacing at the midpoint, crossing only moved.
bias = 0.1
u_bias = (bias / 2, -bias / 2)


def mismatch(q):
    return upper(0, mid + q * along)[0] - upper(1, mid + q * along)[0] + bias


q_cross = brentq(mismatch, -0.1, 0.1, xtol=1e-15)
k_cross = mid + q_cross * along
E_cross = upper(0, k_cross)[0] + bias / 2
e_mid_bias = nearest(net.matrices(mid, u=u_bias), E_mid, 4)[0]
e_moved = nearest(net.matrices(k_cross, u=u_bias), E_cross, 2)[0]
mid_spacing = e_mid_bias[2:].mean() - e_mid_bias[:2].mean()
assert abs(mid_spacing - bias) < 1e-9 and e_moved[1] - e_moved[0] < 1e-9

# Second-neighbour hopping: measured from the Dirac energy.
E_t2, v_t2 = upper(0, mid, t2_typical)
shift_t2 = E_t2 + 3 * t2_typical - E_mid
e_t2 = nearest(net.matrices(mid, t2=t2_typical), E_t2, 4)[0]
assert e_t2[-1] - e_t2[0] < 1e-10
kT = sc.k * 300 / sc.e
to_SI = 1e-10 * sc.e / sc.hbar
period = np.linalg.norm(moire[0])

print(f"lattice constant a = {a:.2f} angstrom")
print(f"hopping t = {t:.2f} eV, layer distance = {spacing:.2f} angstrom")
print(f"interlayer sigma hopping = {v_sigma:.2f} eV")
print(f"interlayer decay length = {decay:.4f} angstrom")
print(f"interlayer in-plane cutoff = {cutoff:.1f} angstrom")
print(f"cell integers m, n = {m}, {n}; cells per layer N = {N}")
print(f"twist angle = {np.degrees(2 * half_twist):.3f} degrees")
print(f"moire period = {period:.3f} angstrom = {period / 10:.4f} nm")
print(f"atoms = bands in moire cell: {net.size}")
print(f"bands in doubled cell: {double.size}")
print(f"generic k = ({k_gen[0]:.4f}, {k_gen[1]:.4f}) 1/angstrom")
print(f"levels within +-{window:.1f} eV at generic k:")
print(f"  moire cell, decoupled: {count(e_single)}")
print(f"  moire cell, coupled: {count(e_coupled)}")
print(f"  doubled cell, decoupled: {count(e_double)}")
print(f"unequal layers: largest level error = {level_error:.1e} eV")
print(f"  largest velocity error = {velocity_error:.1e} eV angstrom")
for l in (0, 1):
    print(f"  layer {l + 1}: u = {par['u'][l]:.2f} eV, "
          f"mass = {par['mass'][l]:.2f} eV")
    print(f"  layer {l + 1} gap: {tops[l]:.2f} to {bottoms[l]:.2f} eV")
print(f"  folded bilayer gap: {low:.2f} to {high:.2f} eV")
print(f"  folded bilayer gap width = {high - low:.2f} eV")
print(f"Dirac point separation = {separation:.4f} 1/angstrom")
print(f"crossing energy at midpoint = {E_mid:.4f} eV")
print(f"decoupled spread of 4 levels = {free_spread:.1e} eV")
print(f"decoupled slope, layer 1 = {v_layer1:.4f} eV angstrom")
print(f"decoupled slope, layer 2 = {v_layer2:.4f} eV angstrom")
print(f"coupling element |V| = {V_full:.4f} eV")
print(f"two-level splitting 2|V| = {2 * V_full:.4f} eV")
print(f"computed splitting, full coupling = {split_on:.4f} eV")
print(f"coupled pair energies = {e_on[:2].mean():.4f}, "
      f"{e_on[2:].mean():.4f} eV")
print(f"largest coupled slope = {largest_slope:.1e} eV angstrom")
print(f"layer-1 weight in lower, upper pair = {w_low:.3f}, {w_high:.3f}")
print(f"layer-1 weight in the 4 decoupled levels = {w_free:.3f}")
print(f"Dirac velocity, decoupled = {v_free:.4f} eV angstrom")
print(f"  = {v_free * to_SI:.3e} m/s")
print(f"Dirac velocity, coupled = {v_on:.4f} eV angstrom")
print(f"  = {v_on * to_SI:.3e} m/s; ratio = {v_on / v_free:.4f}")
print(f"layer bias = {bias:.2f} eV, decoupled:")
print(f"  spacing at old midpoint = {mid_spacing:.4f} eV")
print(f"  crossing moved by {q_cross:.5f} 1/angstrom")
print(f"  spacing at moved crossing = {e_moved[1] - e_moved[0]:.1e} eV")
print(f"second-neighbour hopping t2 = {t2_typical:.2f} eV:")
print(f"  crossing shift from Dirac energy = {shift_t2:.4f} eV")
print(f"  relative slope change = {v_t2 / v_layer1 - 1:.4f}")
print(f"intervalley splitting, coupled = {valley_spread:.1e} eV")
print(f"thermal energy at 300 K = {kT:.4f} eV")
print(f"coupling splitting / thermal energy = {split_on / kT:.2f}")
print("all good")
```

Printed output:

```
lattice constant a = 2.46 angstrom
hopping t = 2.70 eV, layer distance = 3.35 angstrom
interlayer sigma hopping = 0.48 eV
interlayer decay length = 0.4526 angstrom
interlayer in-plane cutoff = 7.0 angstrom
cell integers m, n = 3, 4; cells per layer N = 37
twist angle = 9.430 degrees
moire period = 14.964 angstrom = 1.4964 nm
atoms = bands in moire cell: 148
bands in doubled cell: 296
generic k = (0.0731, 0.0417) 1/angstrom
levels within +-2.0 eV at generic k:
  moire cell, decoupled: 16
  moire cell, coupled: 17
  doubled cell, decoupled: 30
unequal layers: largest level error = 8.9e-15 eV
  largest velocity error = 2.6e-14 eV angstrom
  layer 1: u = 0.10 eV, mass = 0.40 eV
  layer 1 gap: -0.30 to 0.50 eV
  layer 2: u = -0.05 eV, mass = 0.30 eV
  layer 2 gap: -0.35 to 0.25 eV
  folded bilayer gap: -0.30 to 0.25 eV
  folded bilayer gap width = 0.55 eV
Dirac point separation = 0.2799 1/angstrom
crossing energy at midpoint = 0.7923 eV
decoupled spread of 4 levels = 1.6e-15 eV
decoupled slope, layer 1 = -5.5484 eV angstrom
decoupled slope, layer 2 = 5.5484 eV angstrom
coupling element |V| = 0.1085 eV
two-level splitting 2|V| = 0.2169 eV
computed splitting, full coupling = 0.2155 eV
coupled pair energies = 0.6829, 0.8984 eV
largest coupled slope = 6.7e-14 eV angstrom
layer-1 weight in lower, upper pair = 0.492, 0.491
layer-1 weight in the 4 decoupled levels = 1.000
Dirac velocity, decoupled = 5.7521 eV angstrom
  = 8.739e+05 m/s
Dirac velocity, coupled = 5.4871 eV angstrom
  = 8.336e+05 m/s; ratio = 0.9539
layer bias = 0.10 eV, decoupled:
  spacing at old midpoint = 0.1000 eV
  crossing moved by 0.00901 1/angstrom
  spacing at moved crossing = 4.4e-15 eV
second-neighbour hopping t2 = 0.10 eV:
  crossing shift from Dirac energy = 0.0086 eV
  relative slope change = 0.0217
intervalley splitting, coupled = 4.1e-06 eV
thermal energy at 300 K = 0.0259 eV
coupling splitting / thermal energy = 8.33
all good
```
